# Why the Homonuclear NOE Vanishes While a Weakly Locked ROE Survives: a program that tests the result

```python
"""
Homonuclear dipolar cross relaxation of two spins-1/2, isotropic tumbling.
Result under test, with J(w) = tc/(1 + w^2 tc^2):
    sigma_NOE = (b^2/10) [6 J(2 w0) - J(0)]   zero at w0 tc = sqrt(5)/2
    sigma_ROE = (b^2/10) [3 J(w0) + 2 J(0)]   positive for a weak resonant lock
b  : dipolar coupling mu0 gamma^2 hbar / (4 pi r^3), rad/s
w0 : Larmor angular frequency;  w1 : lock angular frequency
tc : rotational correlation time
Convention: d(I)/dt = -rho I - sigma S for deviations from equilibrium.
In the tests tc = 1 and b = 1 unless stated; x = w0 tc, y = w1 tc.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq

# ---------- spin operators, basis ++, +-, -+, -- along z ----------
sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]], complex) / 2
sz = np.array([[1, 0], [0, -1]], complex) / 2
one2, one4, one16 = np.eye(2), np.eye(4), np.eye(16)
I = [np.kron(s, one2) for s in (sx, sy, sz)]
S = [np.kron(one2, s) for s in (sx, sy, sz)]
F = [a + c for a, c in zip(I, S)]
m = np.rint(np.diag(F[2]).real).astype(int)
order = m[:, None] - m[None, :]          # Zeeman quanta of each element


def comm(a, c):
    return a @ c - c @ a


def ad(h):
    """Commutator superoperator acting on row-major flattened matrices."""
    return np.kron(h, one4) - np.kron(one4, h.T)


def dipolar(n):
    i_n = sum(n[k] * I[k] for k in range(3))
    s_n = sum(n[k] * S[k] for k in range(3))
    return sum(I[k] @ S[k] for k in range(3)) - 3 * i_n @ s_n


# ---------- orientation average by quadrature on the sphere ----------
nodes, gl_weights = np.polynomial.legendre.leggauss(4)
couplings, weights = [], []
for c, w in zip(nodes, gl_weights):
    for phi in 2 * np.pi * np.arange(8) / 8:
        s = np.sqrt(1 - c * c)
        couplings.append(dipolar((s * np.cos(phi), s * np.sin(phi), c)))
        weights.append(w / 16)


def redfield(source, target, x, y=0.0):
    """Second-order rate from source to target, from double commutators."""
    lock = ad(F[0])
    props = {q: np.linalg.inv((1 - 1j * q * x) * one16 - 1j * y * lock)
             for q in range(-2, 3)}
    total = 0
    for w, v in zip(weights, couplings):
        g = sum(props[q] @ (v * (order == q)).ravel() for q in props)
        g = g.reshape(4, 4)
        total += w * np.trace(target @ comm(v, comm(g, source)))
    return total.real / np.trace(target @ target).real


# ---------- derived formulas, in units of b^2 tc ----------
def lor(x):
    return 1 / (1 + x * x)


def noe(x):
    return (6 * lor(2 * x) - 1) / 10


def roe(x):
    return (3 * lor(x) + 2) / 10


def rho_z(x):
    return (1 + 3 * lor(x) + 6 * lor(2 * x)) / 10


def rho_x(x):
    return (5 + 9 * lor(x) + 6 * lor(2 * x)) / 20


x_null = np.sqrt(5) / 2
for x in np.append(np.logspace(-2, 3, 16), x_null):
    assert abs(redfield(I[2], S[2], x) - noe(x)) < 1e-10
    assert abs(redfield(I[0], S[0], x) - roe(x)) < 1e-10
    assert abs(redfield(I[2], I[2], x) - rho_z(x)) < 1e-10
    assert abs(redfield(I[0], I[0], x) - rho_x(x)) < 1e-10
    assert redfield(I[0], S[0], x) > 0.2 - 1e-10
x_found = brentq(lambda x: redfield(I[2], S[2], x), 0.5, 3)
assert abs(x_found - x_null) < 1e-8


# ---------- flip weights about z and about the lock axis ----------
def flip_weights(basis):
    """Golden-rule weights in units b^2 tc/10 for |q| = 0, 1, 2."""
    double, flipflop = np.zeros(3), np.zeros(3)
    for w, v in zip(weights, couplings):
        for q in range(-2, 3):
            e = basis.conj().T @ (v * (order == q)) @ basis
            double[abs(q)] += 20 * w * abs(e[0, 3]) ** 2
            flipflop[abs(q)] += 20 * w * abs(e[1, 2]) ** 2
    return double, flipflop


dz, fz = flip_weights(one4)
dx, fx = flip_weights(expm(-1j * np.pi / 2 * F[1]))
assert np.allclose(dz, [0, 0, 6]) and np.allclose(fz, [1, 0, 0])
assert np.allclose(dx, [9 / 4, 3, 3 / 4])
assert np.allclose(fx, [1 / 4, 0, 3 / 4])
for x in (0.2, x_null, 7.0):
    spectrum = np.array([1, lor(x), lor(2 * x)])
    assert abs((dz - fz) @ spectrum / 10 - redfield(I[2], S[2], x)) < 1e-10
    assert abs((dx - fx) @ spectrum / 10 - redfield(I[0], S[0], x)) < 1e-10

# ---------- stochastic Liouville equation: no second-order theory ----------
# Random jumps among the six axes of an icosahedron, correlation time 1.
golden = (1 + np.sqrt(5)) / 2
axes = [(0, 1, golden), (0, 1, -golden), (1, golden, 0),
        (1, -golden, 0), (golden, 0, 1), (-golden, 0, 1)]
axes = [np.array(a) / np.sqrt(1 + golden ** 2) for a in axes]
b_test = 0.003


def stochastic_sigma(x, a, c):
    """Half the difference of decay rates of a + c and a - c."""
    gen = np.kron(np.ones((6, 6)) / 6 - np.eye(6), one16).astype(complex)
    for k, n in enumerate(axes):
        block = slice(16 * k, 16 * k + 16)
        gen[block, block] -= 1j * ad(x * F[2] + b_test * dipolar(n))
    step = expm(20 * gen)
    long_step = np.linalg.matrix_power(step, 100)
    rates = []
    for op in (a + c, a - c):
        start = np.tile(op.ravel(), 6) / 6
        early = step @ start
        late = long_step @ early
        signal = [abs(np.vdot(op.ravel(), v.reshape(6, 16).sum(axis=0)))
                  for v in (early, late)]
        rates.append(-np.log(signal[1] / signal[0]) / 2000)
    return (rates[0] - rates[1]) / 2 / b_test ** 2


i_plus, s_plus = I[0] + 1j * I[1], S[0] + 1j * S[1]
for x in (0.3, x_null, 4.0):
    sle_z = stochastic_sigma(x, I[2], S[2])
    sle_x = stochastic_sigma(x, i_plus, s_plus)
    # neglected higher orders are of relative size (b tc)^2 ~ 1e-5
    assert abs(sle_z - noe(x)) < 5e-4
    assert abs(sle_x - roe(x)) < 5e-4
    if x == x_null:
        sle_null = (sle_z, sle_x)


# ---------- limits of "never": tilted lock, strong lock ----------
def tilted(theta, x):
    a = np.cos(theta) * I[2] + np.sin(theta) * I[0]
    c = np.cos(theta) * S[2] + np.sin(theta) * S[0]
    return redfield(a, c, x)


for theta in (0.3, 0.8, 1.2):
    mix = np.cos(theta) ** 2 * noe(3) + np.sin(theta) ** 2 * roe(3)
    assert abs(tilted(theta, 3) - mix) < 1e-10
theta_slow = brentq(lambda t: tilted(t, 1000.0), 0.1, 1.5)
assert abs(np.tan(theta_slow) ** 2 - 0.5) < 1e-4
for y in (0.3, 1.0, 2.0):
    strong = ((9 * lor(2 * y) - 1) / 4 + 3 * lor(1000)) / 10
    # corrections are small because w0 tc = 1000 and w1 << w0
    assert abs(redfield(I[0], S[0], 1000.0, y) - strong) < 1e-5
y_null = brentq(lambda y: redfield(I[0], S[0], 1000.0, y), 0.5, 3)
assert abs(y_null - np.sqrt(2)) < 1e-4

# ---------- fast local motion shifts the NOE null ----------
order_par, ratio = 0.8, 0.1      # squared order parameter, te/tc


def two_times(f, x):
    return order_par * f(x) + (1 - order_par) * ratio * f(ratio * x)


x_local = brentq(lambda x: two_times(noe, x), 0.5, 3)
direct_z = two_times(lambda u: redfield(I[2], S[2], u), x_local)
direct_x = two_times(lambda u: redfield(I[0], S[0], u), x_local)
assert abs(direct_z) < 1e-9 and direct_x > 0 and x_local > x_null

# ---------- worked example: model proton pair ----------
gamma = const.physical_constants["proton gyromag. ratio"][0]
r, nu0, t_mix, nu1 = 0.25e-9, 600e6, 0.2, 5e3
w0 = 2 * np.pi * nu0
b = const.mu_0 * gamma ** 2 * const.hbar / (4 * np.pi * r ** 3)
tc_null = x_null / w0


def transfer(rho, sigma):
    numeric = expm(-t_mix * np.array([[rho, sigma], [sigma, rho]]))[1, 0]
    closed = (np.exp(-(rho + sigma) * t_mix)
              - np.exp(-(rho - sigma) * t_mix)) / 2
    assert abs(numeric - closed) < 1e-10
    return numeric


def clean(value):
    """Remove rounding noise and the sign of zero before printing."""
    return 0.0 if abs(value) < 1e-10 else value


print(f"NOE null, w0*tc (numerical root): {x_found:.6f}")
print(f"sqrt(5)/2: {x_null:.6f}")
print("Flip weights in b^2/10, for J(0), J(w0), J(2w0):")
for label, arr in (("z axis, double flip", dz), ("z axis, flip-flop", fz),
                   ("lock axis, double flip", dx),
                   ("lock axis, flip-flop", fx)):
    print(f"  {label}: " + ", ".join(f"{clean(v):.2f}" for v in arr))
print("Stochastic Liouville at null, sigma/(b^2 tc):")
print(f"  NOE {abs(sle_null[0]):.4f} (magnitude), ROE {sle_null[1]:.4f}")
print(f"  ROE from formula {roe(x_null):.4f}")
print(f"Slow-tumbling tilt null, from z: {np.degrees(theta_slow):.2f} deg")
print(f"Strong-lock null, w1*tc: {y_null:.4f} (at w0*tc = 1000)")
print(f"Local motion: S^2 = {order_par}, te/tc = {ratio}")
print(f"  shifted NOE null, w0*tc: {x_local:.4f}")
print(f"  ROE there, sigma/(b^2 tc): {direct_x:.4f}")
print(f"Example: r = {r * 1e9:.2f} nm, nu0 = {nu0 / 1e6:.0f} MHz")
print(f"Proton gamma: {gamma:.5e} rad/(s T)")
print(f"w0: {w0:.5e} rad/s")
print(f"b: {b:.4e} rad/s; b/(2 pi): {b / (2 * np.pi) / 1e3:.3f} kHz")
print(f"tc at NOE null: {tc_null * 1e9:.4f} ns")
print(f"Mixing time: {t_mix * 1e3:.0f} ms; lock nu1: {nu1 / 1e3:.0f} kHz")
for tc in (0.03e-9, tc_null, 5e-9):
    x, scale = w0 * tc, b * b * tc
    values = [scale * f(x) for f in (noe, roe, rho_z, rho_x)]
    t_z = transfer(values[2], values[0])
    t_x = transfer(values[3], values[1])
    assert b * tc < 0.01 and 2 * np.pi * nu1 * tc < 0.01
    print(f"tc = {tc * 1e9:.4f} ns, w0*tc = {x:.4f}, b*tc = {b * tc:.2e}")
    print(f"  sigma_NOE {clean(values[0]):.4f} /s, "
          f"sigma_ROE {values[1]:.4f} /s")
    print(f"  rho_z {values[2]:.4f} /s, rho_x {values[3]:.4f} /s")
    print(f"  transfer: NOE {clean(t_z):.4f}, ROE {t_x:.4f}")
x5 = w0 * 5e-9
theta5 = brentq(lambda t: tilted(t, x5), 0.1, 1.5)
print(f"Lock w1*tc at 5 ns: {2 * np.pi * nu1 * 5e-9:.2e}")
print(f"Tilt null at 5 ns, from z: {np.degrees(theta5):.2f} deg")
tc_strong = 0.1 / b
nu_strong = y_null / (2 * np.pi * tc_strong)
print(f"Strong-lock null at b*tc = 0.1: tc = {tc_strong * 1e6:.3f} us")
print(f"  required nu1: {nu_strong / 1e3:.1f} kHz")
print("tests ok")
```

Running it gives:

```
NOE null, w0*tc (numerical root): 1.118034
sqrt(5)/2: 1.118034
Flip weights in b^2/10, for J(0), J(w0), J(2w0):
  z axis, double flip: 0.00, 0.00, 6.00
  z axis, flip-flop: 1.00, 0.00, 0.00
  lock axis, double flip: 2.25, 3.00, 0.75
  lock axis, flip-flop: 0.25, 0.00, 0.75
Stochastic Liouville at null, sigma/(b^2 tc):
  NOE 0.0000 (magnitude), ROE 0.3333
  ROE from formula 0.3333
Slow-tumbling tilt null, from z: 35.26 deg
Strong-lock null, w1*tc: 1.4142 (at w0*tc = 1000)
Local motion: S^2 = 0.8, te/tc = 0.1
  shifted NOE null, w0*tc: 1.2035
  ROE there, sigma/(b^2 tc): 0.2679
Example: r = 0.25 nm, nu0 = 600 MHz
Proton gamma: 2.67522e+08 rad/(s T)
w0: 3.76991e+09 rad/s
b: 4.8303e+04 rad/s; b/(2 pi): 7.688 kHz
tc at NOE null: 0.2966 ns
Mixing time: 200 ms; lock nu1: 5 kHz
tc = 0.0300 ns, w0*tc = 0.1131, b*tc = 1.45e-06
  sigma_NOE 0.0330 /s, sigma_ROE 0.0347 /s
  rho_z 0.0677 /s, rho_x 0.0686 /s
  transfer: NOE -0.0065, ROE -0.0069
tc = 0.2966 ns, w0*tc = 1.1180, b*tc = 1.43e-05
  sigma_NOE 0.0000 /s, sigma_ROE 0.2307 /s
  rho_z 0.2307 /s, rho_x 0.3460 /s
  transfer: NOE 0.0000, ROE -0.0431
tc = 5.0000 ns, w0*tc = 18.8496, b*tc = 2.42e-04
  sigma_NOE -1.1617 /s, sigma_ROE 2.3430 /s
  rho_z 1.1813 /s, rho_x 2.9337 /s
  transfer: NOE 0.1851, ROE -0.2703
Lock w1*tc at 5 ns: 1.57e-04
Tilt null at 5 ns, from z: 35.15 deg
Strong-lock null at b*tc = 0.1: tc = 2.070 us
  required nu1: 108.7 kHz
tests ok
```
